\section*{Site Energies and a Dissociation Barrier from UBI-QEP}

\section{Problem}

Shustorovich's unity bond index--quadratic exponential potential method (UBI-QEP) estimates adsorption energies and barriers from a few atomic heats. It rests on two postulates.

\begin{enumerate}
\item Each two-centre bond has a Morse energy. For an atom A and one metal atom at distance $r$,
\begin{equation}
E(r)=Q_{0A}\left[e^{-2(r-r_0)/a}-2e^{-(r-r_0)/a}\right],
\label{eq:morse}
\end{equation}
where $Q_{0A}>0$ is the heat of adsorption on top of a single metal atom, $r_0$ the equilibrium distance and $a$ a length. The bond index is $x=e^{-(r-r_0)/a}$.
\item The indices of all bonds of one adsorbate (an atom, a molecule, or two fragments still in contact) are non-negative and sum to one. Well-separated adsorbates each carry a unit of their own.
\end{enumerate}

Stable states minimize the energy under this constraint. Heats and bond energies are positive numbers. Levels are measured from gaseous AB and the clean surface. Metal relaxation, interactions between separated adsorbates, zero-point energy and thermal terms are left out.

\begin{enumerate}
\item[(a)] Find the heat $Q_n$ of an atom that touches $n$ equivalent metal atoms.
\item[(b)] A molecule AB with gas bond energy $D$ stands upright in an $n$-fold site, with A down. Find its heat $Q_{AB}$, and the conditions under which the result holds.
\item[(c)] Treating the indices as independent variables, show that the two postulates alone give no saddle point for dissociation. Then add two further postulates. First, when A and B share the total index with no A--B bond left, the whole contact of each atom with the surface acts as one Morse bond, of depth $Q_A$ or $Q_B$, the atomic heats in the $n$-fold sites. Second, the barrier top lies halfway in energy between the adsorbed molecule and this sharing state. Find the dissociation barrier.
\item[(d)] Evaluate everything for the round model parameters $Q_A=150$, $Q_B=100$, $D=240$ kcal/mol and $n=3$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Write the Morse energy in terms of $x$. The constraint fixes the linear part of the sum, so that only $\sum_i x_i^2$ is left to minimize.
\item[(b)] Let $x$ be the total A--metal index and $y$ the A--B index. Divide $x$ among the $n$ contacts first, then eliminate $y$. To see whether B also binds, compare what a small amount of index gains in each bond.
\item[(c)] Look at the second derivatives of the energy with respect to the indices. For the sharing state, use $2x-x^2=1-(1-x)^2$.
\item[(d)] The given heats belong to the threefold site. Part (b) needs the on-top heats, so invert the result of (a).
\end{enumerate}

\section{Solution}

\subsection*{(a) The $n$-fold site}

Since $e^{-2(r-r_0)/a}=x^2$, equation \eqref{eq:morse} becomes
\begin{equation}
E=-Q_{0A}(2x-x^2).
\end{equation}
The binding energy, minus the total energy, of $n$ such bonds with $\sum_i x_i=1$ is
\begin{equation}
Q_{0A}\sum_{i=1}^n(2x_i-x_i^2)=Q_{0A}\Big(2-\sum_{i=1}^n x_i^2\Big).
\end{equation}
It is largest when the sum of squares is smallest. Expanding a sum that cannot be negative gives
\begin{equation}
0\le\sum_{i=1}^n\Big(x_i-\frac1n\Big)^2
=\sum_{i=1}^n x_i^2-\frac2n+\frac1n
=\sum_{i=1}^n x_i^2-\frac1n .
\end{equation}
Hence $\sum_i x_i^2\ge 1/n$, with equality when every $x_i=1/n$, and
\begin{equation}
\boxed{Q_n=Q_{0A}\left(2-\frac1n\right)}
\label{eq:site}
\end{equation}

For $n>1$ each bond is longer than the on-top bond: $e^{-(r-r_0)/a}=1/n$ gives $r-r_0=a\ln n$. For $n=1$ the heat is $Q_{0A}$, as it must be. For large $n$ it tends to $2Q_{0A}$, whereas $n$ independent bonds would give $nQ_{0A}$; index conservation produces this saturation. Equation \eqref{eq:site} counts only the $n$ contacts, ignoring farther metal atoms, and it needs a site narrow enough for all $n$ bonds to have the length $r_0+a\ln n$. Because $Q_n$ rises with $n$, the model favours the most highly coordinated of such sites. It therefore fails for an adsorbate that prefers a top or bridge site when a hollow narrow enough for these bond lengths is available.

\subsection*{(b) The upright molecule}

For a fixed total A--metal index $x$, the argument of part (a) gives equal shares $x/n$, whose squares sum to $x^2/n$. The binding energy relative to separated atoms is then
\begin{equation}
B=Q_{0A}\left(2x-\frac{x^2}{n}\right)+D(2y-y^2),\qquad x+y=1.
\end{equation}
With $y=1-x$ we have $2y-y^2=1-(1-y)^2=1-x^2$, so
\begin{equation}
B(x)=D+2Q_{0A}x-\left(D+\frac{Q_{0A}}n\right)x^2 .
\end{equation}
Setting $dB/dx=0$ gives
\begin{equation}
x^*=\frac{Q_{0A}}{D+Q_{0A}/n}.
\label{eq:xstar}
\end{equation}
At this point $(D+Q_{0A}/n)x^{*2}=Q_{0A}x^*$, hence $B(x^*)=D+Q_{0A}x^*$. The gas molecule already has the binding $D$, and the heat of adsorption is the remainder:
\begin{equation}
\boxed{Q_{AB}=\frac{Q_{0A}^2}{D+Q_{0A}/n}}
\label{eq:qab}
\end{equation}

Two conditions apply. First, $x^*\le1$ requires $D\ge Q_{0A}(1-1/n)$. For a weaker molecular bond the maximum lies at $x=1$, $y=0$: no A--B bond is left, and equation \eqref{eq:qab} does not apply.

Second, B must gain nothing by binding to the surface. A small index $\delta$ given to an unused B--metal bond gains $2Q_{0B}\delta$. Taken from the A--metal bonds, it costs $2Q_{0A}(1-x^*/n)\delta$, and taken from the A--B bond it costs the same, because the two derivatives are equal at the optimum. The molecule thus stays upright if
\begin{equation}
Q_{0B}\le Q_{0A}\left(1-\frac{x^*}{n}\right).
\label{eq:upright}
\end{equation}
The binding energy is a concave function of the indices, so this local condition also guarantees the global maximum, for the fixed number $n$ of A--metal contacts. The indices are treated here as independent. At a finite height the B--metal index is small but not zero, and since equation \eqref{eq:qab} is the maximum over free indices, such a geometric tie can only lower the heat. A further A--metal contact, if the site offered one, would always take index, since it gains $2Q_{0A}\delta$.

\subsection*{(c) The barrier}

A bond of depth $q$ and index $x$ contributes $q(x^2-2x)$ to the energy, with second derivative $2q>0$. The total energy is therefore strictly convex in the indices, and it remains so on the plane where they sum to one. Along a straight line leaving the minimum it can only rise. With the indices as independent variables there is no second stationary point, and hence no saddle. If atomic positions tie the indices together, other stationary points can appear, such as the upright molecule with B down. As the A--B index is lowered the energy rises steadily up to the edge $y=0$ of the allowed set (by $90+30=120$ kcal/mol for the numbers of part (d), see Variation 2), and the two postulates do not describe the passage from one shared unit of index to two separate units. Locating the barrier top needs further input, which the two added postulates supply.

In the sharing state $x_A+x_B=1$, so $1-x_A=x_B$ and $1-x_B=x_A$. The binding energy is
\begin{align}
B_{\rm sh}&=Q_A(2x_A-x_A^2)+Q_B(2x_B-x_B^2)\nonumber\\
&=Q_A+Q_B-\left(Q_Ax_B^2+Q_Bx_A^2\right).
\end{align}
We minimize the bracket with $x_B=1-x_A$:
\begin{equation}
-2Q_A(1-x_A)+2Q_Bx_A=0
\quad\Rightarrow\quad
x_A=\frac{Q_A}{Q_A+Q_B},\quad x_B=\frac{Q_B}{Q_A+Q_B}.
\end{equation}
The value of the bracket is then
\begin{equation}
P=\frac{Q_AQ_B^2+Q_BQ_A^2}{(Q_A+Q_B)^2}=\frac{Q_AQ_B}{Q_A+Q_B}.
\end{equation}
This is the energy penalty for sharing one unit of index. When the atoms move apart, each has a full unit of its own and $P$ is released.

Breaking the gas molecule costs $D$, so the sharing state lies at
\begin{equation}
W=D-B_{\rm sh}=D-Q_A-Q_B+P .
\end{equation}
The adsorbed molecule lies at $-Q_{AB}$. The barrier from it is half the distance between the two levels:
\begin{equation}
\boxed{E_s=\tfrac12(W+Q_{AB})=\tfrac12\left[D+Q_{AB}-Q_A-Q_B+\frac{Q_AQ_B}{Q_A+Q_B}\right]}
\label{eq:barrier}
\end{equation}
Relative to the gas level, the top lies at $E_g=E_s-Q_{AB}$. A negative $E_g$ means that a molecule arriving from the gas meets no barrier above its starting level, provided the separated atoms, at $D-Q_A-Q_B$, also lie below that level.

The reaction energy from adsorbed AB to separated adsorbed atoms is
\begin{equation}
\Delta H=D+Q_{AB}-Q_A-Q_B .
\end{equation}
The forward barrier and the recombination barrier $E_r=E_s-\Delta H$ become
\begin{equation}
E_s=\tfrac12(P+\Delta H),\qquad E_r=\tfrac12(P-\Delta H).
\label{eq:pair}
\end{equation}
Both are non-negative when $|\Delta H|\le P$. If $\Delta H<-P$, the sharing state lies below the molecule and $E_s$ is set to zero. If $\Delta H>P$, the midpoint lies below the products, which is impossible for a barrier top; $E_s$ is then set to $\Delta H$, the smallest value that energy conservation allows.

Equation \eqref{eq:pair} resembles a linear barrier--reaction-energy relation of slope $\tfrac12$, but this slope holds at fixed $P$. From one metal to another the atomic heats change, and $P$ with them. For $Q_A=Q_B=Q$ we have $P=Q/2$. If the change in $Q_{AB}$ is neglected, a change $dQ$ gives $d\Delta H=-2\,dQ$ and $dE_s=\tfrac12(\tfrac12-2)\,dQ=-\tfrac34\,dQ$, a slope of $\tfrac38$.

\subsection*{(d) Numbers}

All energies are in kcal/mol. For $n=3$ the factor in equation \eqref{eq:site} is $5/3$, so
\begin{equation}
Q_{0A}=\frac{150}{5/3}=90,\qquad Q_{0B}=\frac{100}{5/3}=60 .
\end{equation}
For the molecule,
\begin{equation}
x^*=\frac{90}{240+30}=\frac13,\qquad Q_{AB}=\frac{90^2}{270}=30 .
\end{equation}
Both conditions hold: $D=240$ exceeds $90(1-\tfrac13)=60$, and $Q_{0B}=60$ is below $90(1-\tfrac19)=80$. With the B end down equation \eqref{eq:qab} gives about 14, and condition \eqref{eq:upright} with A and B exchanged fails ($90>55$), so that state is not a minimum and the A end is preferred. The remaining quantities are
\begin{align}
P&=\frac{150\times100}{250}=60, & \Delta H&=240+30-250=20,\\
W&=240-250+60=50, & E_s&=\tfrac12(50+30)=40,\\
E_g&=40-30=10, & E_r&=40-20=20 .
\end{align}
The dissociation barrier of 40 kcal/mol equals 167 kJ/mol, or 1.7 eV. Placing the top at the sharing state itself would give 80 kcal/mol. The factor $\tfrac12$ thus halves the barrier, and it is an interpolation, not a consequence of index conservation. The numerical check checks the levels by direct numerical minimization, including a search in which B is free to bind to the surface.

\section{Variations}

\subsection*{Variation 1: a weaker and a stronger molecular bond}

\emph{Keep the atomic heats and $n=3$, but take $D=140$ and then $D=300$ kcal/mol. What are the barriers?}

The penalty stays at $P=60$. For $D=140$,
\begin{equation}
Q_{AB}=\frac{8100}{170}=47.6,\qquad \Delta H=140+47.6-250=-62.4 .
\end{equation}
This is below $-P$. Equation \eqref{eq:barrier} gives $-1.2$, so the dissociation barrier is set to zero. The recombination barrier is then $-\Delta H=62.4$. The zero arises because the molecule and the sharing state are counted differently. With one way of counting for both, the sharing state is the point $y=0$ of the same constrained set and cannot lie below the molecular minimum; counting contacts separately (Variation 2) puts it at $140-150=-10$ and gives $\tfrac12(-10+47.6)=18.8$. Condition \eqref{eq:upright} still holds, since $x^*=90/170=0.53$ makes its right-hand side 74, above 60.

For $D=300$,
\begin{equation}
Q_{AB}=\frac{8100}{330}=24.5,\qquad \Delta H=300+24.5-250=74.5 .
\end{equation}
This is above $P$. The formula gives 67.3, which is less than the reaction energy, so the barrier is set to 74.5 and recombination has none. This too depends on the counting: with separate contacts (Variation 2) the sharing state lies at $300-150=150$, the midpoint rule gives $\tfrac12(150+24.5)=87.3$, and recombination has a barrier of 12.7. The upright condition holds here too, because $x^*$ falls as $D$ grows.

\subsection*{Variation 2: counting every metal contact separately}

\emph{Return to $D=240$ kcal/mol. In the sharing state, apply index conservation to the three A--metal and three B--metal bonds individually, instead of using one effective bond per atom. How does the barrier change?}

With total indices $x$ for A and $1-x$ for B, each divided equally among three contacts, the binding energy is
\begin{equation}
B(x)=90\left(2x-\frac{x^2}{3}\right)+60\left[2(1-x)-\frac{(1-x)^2}{3}\right].
\end{equation}
Its derivative is
\begin{equation}
\frac{dB}{dx}=180\left(1-\frac x3\right)-120\left(1-\frac{1-x}{3}\right)=100(1-x).
\end{equation}
This is positive for $x<1$ and vanishes at $x=1$. The maximum therefore gives the whole index to A, with $B(1)=90\times\tfrac53=150$. Atom B is not bound at all: the state is adsorbed A plus a free atom B. This depends on the heats. For general values the derivative at $x=1$ is $2Q_{0A}(1-1/n)-2Q_{0B}$, so B loses its whole index only when $Q_{0B}\le Q_{0A}(1-1/n)$, and the present numbers lie exactly on this boundary, with both sides equal to 60. By the same argument with A and B exchanged, A loses its whole index when $Q_{0A}\le Q_{0B}(1-1/n)$, which for $Q_{0A}=90$ means $Q_{0B}\ge135$. Between these limits, $60<Q_{0B}<135$, both atoms stay bound, but the two ways of counting still differ: for equal on-top heats $Q_0$ and $n=3$ the shares are $\tfrac12$ each and the binding is $2Q_0(1-\tfrac1{12})=\tfrac{11}{6}Q_0$, against $\tfrac32\times\tfrac53Q_0=\tfrac52Q_0$ with effective bonds.

The level becomes $240-150=90$ instead of 50, and the midpoint rule gives
\begin{equation}
E_s=\tfrac12(90+30)=60\ \text{kcal/mol},
\end{equation}
half as large again as the 40 kcal/mol found before. The effective-bond postulate is therefore a separate physical assumption. It always gives both atoms a share of the index, and in the cases above it binds the sharing state more strongly than separate counting does, while the molecular heat in part (b) was obtained by counting contacts one by one. The barrier estimate combines the two ways of counting. With effective bonds for the molecule as well (depths 150, 100 and 240), the indices are 0.36, 0.04 and 0.60, the molecular heat is 58, and the midpoint rule gives $\tfrac12(50+58)=54$ kcal/mol.

\section*{Calculated quantities}
\begin{verbatim}
Input QA, QB, D: 150.0, 100.0, 240.0 kcal/mol; n = 3
On-top heats Q0A, Q0B: 90.00, 60.00 kcal/mol
A, n=1: numerical 90.00, formula 90.00 kcal/mol
A, n=2: numerical 135.00, formula 135.00 kcal/mol
A, n=3: numerical 150.00, formula 150.00 kcal/mol
A, n=4: numerical 157.50, formula 157.50 kcal/mol
Molecule: total A-metal index 0.3333, A-B index 0.6667
Q_AB, A end down, n=1: 24.55 kcal/mol
Q_AB, A end down, n=3: 30.00 kcal/mol
Q_AB, B end down, n=3: 13.85 kcal/mol
Sharing state: indices of A, B 0.600, 0.400
Sharing penalty P: 60.00 kcal/mol
Levels relative to gas AB (numerical), kcal/mol:
  adsorbed AB -30.00; sharing state 50.00
  barrier top 10.00; separated atoms -10.00
Reaction energy from adsorbed AB, dH: 20.00 kcal/mol
Barrier from adsorbed AB, E_s: 40.00 kcal/mol
  = 167.4 kJ/mol = 1.735 eV
Barrier from gas level, E_g: 10.00 kcal/mol
Recombination barrier: 20.00 kcal/mol
E_s without interpolation (phi=1): 80.00 kcal/mol
Separate contacts: sharing level 90.00 kcal/mol, B index 0.000
  E_s would be 60.00 kcal/mol
D, Q_AB, dH, raw E_s, raw recombination, limited E_s (kcal/mol):
  140, 47.65, -62.35, -1.18, 61.18, 0.00
  240, 30.00, 20.00, 40.00, 20.00, 40.00
  300, 24.55, 74.55, 67.27, -7.27, 74.55
\end{verbatim}
